Why a positive ion is stopped more strongly than its antiparticle

**1. What dimensions and charge reversal allow**

A heavy point charge Z₁e passes an atom on a straight line with speed v and impact parameter b. The atom is represented by one electron, of mass m and charge −e, initially at rest and bound harmonically with angular frequency ω. Write e² for (elementary charge)²/(4πε₀). The quantities Z₁e², m, ω, v and b form two dimensionless numbers,

ξ = ωb/v,  κ = Z₁e²ω/(mv³),

so the energy given to the electron has the form

ΔE = mv² Φ(κ, ξ).

Replacing the ion by its antiparticle at the same speed changes κ to −κ and nothing else. An electron starting from rest acquires an amplitude proportional to κ, hence an energy that begins with κ². The lowest term that distinguishes the two charges is therefore κ³:

ΔE = mv² [κ² Φ₂(ξ) + κ³ J(ξ) + O(κ⁴)].

Binding is essential. If the electron is free, ω must drop out, and the cubic term can only be a constant times (κ/ξ)³ = [Z₁e²/(mv²b)]³. Rutherford scattering shows that this constant is zero. In the ion's frame the electron is deflected by an angle θ with tan(θ/2) = p/b, where p = |Z₁|e²/(mv²). The momentum transfer is 2mv sin(θ/2), so

ΔE_free = 2mv² sin²(θ/2) = 2mv² p²/(b² + p²),

which is even in Z₁. A free electron is also pulled toward a positive ion, yet it does not distinguish the charges. Polarization produces a cubic term here in combination with binding.

**2. The even term: a force evaluated at the atom's centre**

Measure time in 1/ω, length in v/ω and energy in mv². The ion is at R = (τ, ξ), with x along its motion and y from the atom toward the track. For Z₁ > 0 the electron is attracted, so

r″ + r = F,  F = κ(R − r)/|R − r|³.

To find the energy, let z = r′ + ir. Then z′ − iz = r″ + r = F, so multiplication by exp(−iτ) and integration from rest gives the final |z|. Since F is real,

ΔE/(mv²) = ½(r′² + r²) = ½|A|²,  A = ∫ exp(iτ) F dτ.

Integrals without limits run from −∞ to ∞. For |r| much smaller than R, use |R − r|⁻³ ≈ R⁻³(1 + 3R·r/R²):

F = κ[R/R³ + T r + O(r²)],  T_ij = (3R_iR_j − R²δ_ij)/R⁵.

With r = κr₁ + O(κ²), the amplitude is A = κG₁ + κ²G₂ + O(κ³), where

G₁ = ∫ exp(iτ) R/R³ dτ,  G₂ = ∫ exp(iτ) T r₁ dτ.

The omitted r² force first enters A at κ³ and the energy at κ⁴. For a classical electron at rest, the quadrupole force T r therefore completes the cubic term.

Integrating the x component of G₁ by parts, and writing its y component as −d/dξ of ∫ cos τ/√(τ²+ξ²) dτ = 2K₀(ξ), gives

G₁ = (2iK₀, 2K₁),

with K₀ and K₁ modified Bessel functions of ξ. Hence

Φ₂ = ½|G₁|² = 2(K₀² + K₁²).

This is the response to a force that ignores where the electron has moved.

**3. The cubic term: the force felt by the displaced electron**

Squaring A gives the interference term

J = Re(G₁*·G₂) = ∫ h·T r₁ dτ,
h = Re[G₁* exp(iτ)] = (2K₀ sin τ, 2K₁ cos τ).

The first-order displacement is the causal response to F₁ = R/R³. It splits into two pieces:

r₁(τ) = ∫₋∞^τ sin(τ−s) F₁(s) ds
= ½∫ sin|τ−s| F₁(s) ds + ½∫ sin(τ−s) F₁(s) ds.

The last piece equals (−K₀ cos τ, K₁ sin τ). Its x component is even in time and its y component odd, opposite to F₁. In h, x is odd and y even; T_xx and T_yy are even and T_xy is odd. Every product that this piece contributes to J is therefore odd in τ and integrates to zero. What remains is the first piece, the in-phase response r_s, which has the time parity of the force.

At closest approach the displacement toward the track is

r_s,y(0) = ξ∫₀^∞ sin s/(s²+ξ²)^(3/2) ds = 1 + (π/2)[Λ₁(ξ) − I₁(ξ)],

where I₁ is a modified Bessel function and Λ₁ a modified Struve function. The closed form follows by applying −d/dξ to the standard integral ∫₀^∞ sin s/√(s²+ξ²) ds = (π/2)(I₀ − Λ₀), with I₀′ = I₁ and Λ₀′ = 2/π + Λ₁. The result is positive because successive half-waves of the sine are weighted by a decreasing function. Multiplication by κ gives motion toward a positive ion and away from a negative one.

The effect on the energy also involves displacement along the track. At ξ = 1, motion toward the track contributes 1.834 to J and motion along it −0.038, for a total of 1.797 (each figure rounded separately). At this distance the simple picture holds: the positive ion draws the electron into a stronger field, while its antiparticle pushes it into a weaker one.

At ξ = 0.5, 1 and 2, J is 22.46, 1.797 and 0.0362. Full trajectories with the unexpanded Coulomb force, run at κ = ±0.005, give 22.46, 1.797 and 0.0362 from half the energy difference divided by κ³. J was positive at all computed points from ξ = 10⁻⁴ to 6. At large ξ, h carries the exponentially small factors K₀ and K₁: a slow passage leaves little energy behind.

**4. Close passages: what binding leaves after cancellation**

For ξ ≪ 1, put τ = ξu near closest approach. The y component of h is 2/ξ to the order needed; its x component contributes at most at order ξ⁻¹ ln ξ to either part of J. The starting values for the in-phase motion are

r_s,x′(0) = −∫₀^∞ s cos s/(s²+ξ²)^(3/2) ds = −1/ξ + π/2 + O(ξ),
r_s,y(0) = 1 − πξ/4 + …

The first follows by parts with ∫₀^∞ sin s/s ds = π/2. The second uses ∫₀^∞ (s − sin s)/s³ ds = π/4, obtained by two integrations by parts.

During the brief encounter the restoring force is a higher correction, so d²r_s/du² = (u, 1)/(1+u²)^(3/2). Integration with these starting values gives

r_s,x = −asinh u + πξu/2,
r_s,y = √(1+u²) − πξ/4.

The required tensor elements are

T_yx = ξ⁻³ 3u/(1+u²)^(5/2),
T_yy = ξ⁻³ (2−u²)/(1+u²)^(5/2).

The factors 2/ξ, ξ⁻³ and dτ = ξ du combine to 2/ξ³.

Displacement along the track: integration by parts gives ∫ 3u asinh u/(1+u²)^(5/2) du = ∫ du/(1+u²)² = π/2, and ∫ 3u²/(1+u²)^(5/2) du = ∫ du/(1+u²)^(3/2) = 2. Thus

J_along = (2/ξ³)[−π/2 + (πξ/2)·2] = −π/ξ³ + 2π/ξ².

Displacement toward the track: ∫ (2−u²)/(1+u²)² du = 3π/2 − π = π/2, while ∫ (2−u²)/(1+u²)^(5/2) du = 3·(4/3) − 2 = 2. The inner region gives

(2/ξ³)[π/2 − (πξ/4)·2] = π/ξ³ − π/ξ².

Times of order 1/ω also matter. There F₁,y acts like a kick of strength 2/ξ, so r_s,y = sin|τ|/ξ, while T_yy = −1/|τ|³. The inner formula used |τ| in place of cos τ sin|τ|. The correction is

−(4/ξ²)∫₀^∞ [½ sin 2τ − τ]/τ³ dτ = −(4/ξ²)(−π/2) = 2π/ξ²,

where s = 2τ reduces the integral to the one above. Hence

J_toward = π/ξ³ + π/ξ².

The corresponding outer correction to J_along is of order ξ⁻¹ ln ξ and does not enter here. Adding the two parts gives

J → 3π/ξ²  (ξ → 0).

The ξ⁻³ terms are those of the free electron. They cancel, as Rutherford scattering requires, and binding supplies the remainder. Numerically, ξ²J at ξ = 10⁻⁴ is 9.4248, equal to 3π at the digits shown.

A direct contrast at ξ = 1 and |κ| = 0.05 shows the role of binding: the positive charge transfers 18.1 % more energy than the negative one to a bound electron. For a free electron the computed excess is 0.002 %, consistent with zero within the test's 0.1 % tolerance.

**5. From one collision to stopping**

Let n be the electron density and S the energy lost per unit path. Define the stopping number L by

S = [4πZ₁²e⁴n/(mv²)] L.

Integrating the cubic term over impact parameters, with b = vξ/ω, gives

S_odd = n∫ 2πb mv²κ³J db = 2πn mv²(v/ω)²κ³ ∫ ξJ dξ.

Since mv²(v/ω)²κ² = Z₁²e⁴/(mv²), the odd part of L is

L_odd = κG(ξ₀),  G(ξ₀) = ½∫ from ξ₀ to ∞ of ξJ dξ.

The prefactor is even in Z₁ and κ is odd, so S_odd varies as Z₁³. For small ξ₀,

G → (3π/2)[ln(1/ξ₀) + c],  c = −0.513 (numerical).

The logarithm requires a cutoff, which the expansion in charge does not supply. The point-electron picture itself becomes doubtful once b is comparable with the width of the quantum electron cloud. For forces up to linear order in r, the centre of a quantum packet obeys the classical equation. Relative corrections from its width scale as (a/b)², with a coefficient above one for the cubic term: averaging the classical energy transfer over the ground-state spread of positions and velocities gives, at leading order, about 1.6 at ξ = 0.34, 2.6 at ξ = 1 and 1.8 at ξ = 2. Here a is the rms radius of the ground state,

a² = 3ħ/(2mω).

Choosing b₀ = a is a natural limit for the distant-collision picture, but it remains an estimate.

**6. The even baseline**

The size of the odd term is judged against the first-Born stopping number L₀ of the quantum oscillator. Let Q = q²/(2m) be the recoil energy for momentum transfer q, and x = Q/(ħω). A momentum kick turns the ground state into a coherent state with mean excitation x, so level k is reached with probability P_k = xᵏ exp(−x)/k!. The Born cross-section is

dσ_k = [2πZ₁²e⁴/(mv²)] P_k dQ/Q².

Multiplying by the energy loss kħω and summing gives L₀ = ½ Σ_k ∫ kP_k dx/x². A heavy ion can lose kħω only if qv ≥ kħω, which means x ≥ k²/B with B = 2mv²/(ħω). Therefore

L₀ = ½ Σ_(k≥1) [1/(k−1)!] ∫ from k²/B to ∞ of x^(k−2) exp(−x) dx.

For large B, the k = 1 term inside the sum is ln B − γ, with γ Euler's constant. The others approach 1/(k−1) up to k near B and sum to ln B + γ. Half the total is ln B, the Bethe logarithm.

**7. Protons and antiprotons in a silicon-like target**

Take 14 electrons per atom, 5.0×10²² atoms/cm³ and a single oscillator energy of 170 eV. At 2 MeV the speed is 8.95v₀, where v₀ = e²/ħ is the Bohr speed. The length v/ω is 0.0758 nm and ln B = 3.244, so ħω/(mv²) = 2/B = 0.0780. Then

κ = (v₀/v)·ħω/(mv²) = 0.0780/8.95 = 0.00872.

The cutoff a is 0.0259 nm, or ξ₀ = 0.342, and G = 2.784. The small-ξ formula would give 2.64, about 5 % lower, so the integrated value is used:

L_odd = 0.00872 × 2.784 = 0.0243.

With L₀ = 3.095 and a prefactor of 8.373 eV/nm,

S(proton) = 8.373 × (3.095 + 0.0243) = 26.1 eV/nm,
S(antiproton) = 8.373 × (3.095 − 0.0243) = 25.7 eV/nm.

The difference is 1.6 % of the mean. This counts only collisions with b > a and is a property of the model, not a prediction for silicon: measured proton–antiproton differences in silicon are larger, about 3 % near 3 MeV, where this cutoff gives about 1 %. The displacements responsible for it are small: at closest approach the electron has moved toward the proton's track by 0.51 pm for b = a and by 0.31 pm for b = v/ω.

At 1, 2 and 4 MeV, with the target and cutoff radius fixed, the difference is 3.6, 1.6 and 0.7 % of the mean. The odd term falls because κ ∝ v⁻³, a fall softened by the growth of G as ξ₀ decreases. The percentage falls further because L₀ grows, from 2.222 at 1 MeV to 3.872 at 4 MeV.

**8. Weighing the omissions**

The cutoff is the largest uncertainty examined. Replacing a by ħ/(mv) = 0.0059 nm raises G to 9.48 and the 2 MeV difference to 5.3 %. This extrapolates the point-electron model inside the electron cloud, so 1.6 and 5.3 % are two estimates and not rigorous bounds. Even with the larger cutoff, only 9.8 % of the odd term comes from b > v/ω, where (a/b)² is below 0.117, and at b = v/ω the leading width correction is still about 30 %. Integrated from b = a outward, that leading correction adds about 2.5 to G = 2.78, so the point-electron value is uncertain by nearly a factor of two even outside the cutoff. The sign and mechanism are firmer than the magnitude.

For the odd term from b > a, the expansion in charge is not the weak point. At 2 MeV, integrating full classical trajectories over impact parameters from a outward agrees with κG to 0.014 % of the odd term. The smaller cutoff was not tested in this way.

These settings lie in the regime of MeV proton implantation into silicon for power devices; the density and mean energy are rough typical values. Real silicon has several shells. Three oscillators at 20, 242 and 3000 eV, holding 4, 8 and 2 electrons, keep the same logarithmic mean energy. Their energies are illustrative. They leave L₀ almost unchanged at 3.088 but lower L_odd to 0.0190 and the difference to 1.2 %, with each shell cut off at its own rms radius. A stopping power fitted to proton data already contains the odd contribution, so adding it again would count it twice.

Other effects have these scales at 2 MeV:

- Relativity: (v/c)² = 0.43 %.
- Dielectric screening: (plasma energy/oscillator energy)² = (31.1/170)² = 0.033 for the single oscillator. For the four outer electrons of the shell model, taken alone, it is (16.6/20)² = 0.69, so screening cannot be treated as small for them.
- Nuclear stopping: a prefactor 2.7×10⁻⁴ of the electronic one, before the ratio of their logarithms.
- Even corrections beyond first Born: (Z₁v₀/v)² = 0.0125 for a proton, as a scale in L.

The last item matters when ions of different charge are compared at equal speed. For a bare helium nucleus its scale is four times larger, 0.050, while L_odd doubles to 0.049 in this model. A departure from Z₁² scaling then mixes even and odd effects. Comparison with the antiparticle cancels the even terms in the difference, which is why it isolates the odd part, to which polarization contributes.

The numerical output below gives the values for all three energies.

Values computed for the example and the checks

```
J at xi=0.5, 1, 2: 22.462, 1.7965, 0.03616
J from trajectories: 22.464, 1.7966, 0.03616
xi^2 J at xi=1e-4: 9.4248; 3 pi: 9.4248
J at xi=1, part from shift toward track: 1.8343
J at xi=1, part from shift along track: -0.0377
constant c in logarithmic law: -0.513
contrast test: kappa=0.05, xi=1
E(+)/E(-)-1, bound electron: 18.14 %
E(+)/E(-)-1, free electron: 0.0020 %
electrons per atom: 14
atomic density: 5.0e+22 cm^-3
oscillator energy: 170 eV
1 MeV: L0=2.222, odd term=0.0401
  S proton=37.88 eV/nm
  S antiproton=36.54 eV/nm
  difference/mean=3.61 %
  same with cutoff hbar/(mv)=13.69 %
2 MeV: L0=3.095, odd term=0.0243
  S proton=26.12 eV/nm
  S antiproton=25.71 eV/nm
  difference/mean=1.57 %
  same with cutoff hbar/(mv)=5.34 %
4 MeV: L0=3.872, odd term=0.0129
  S proton=16.26 eV/nm
  S antiproton=16.16 eV/nm
  difference/mean=0.67 %
  same with cutoff hbar/(mv)=2.04 %
details at 2 MeV:
speed: 1.9574e+07 m/s = 8.95 Bohr speeds
kappa: 0.00872; v/w: 0.0758 nm; ln B: 3.244
rms-radius cutoff: 0.0259 nm, xi0=0.3421
hbar/(mv) cutoff: 0.0059 nm, xi0=0.0780
G at these cutoffs: 2.784, 9.476
stopping prefactor: 8.373 eV/nm
shift toward track at b=v/w: 0.310 pm
share of odd term from b>v/w: 9.8 %
odd term from full trajectories: 0.02428
odd term from kappa*G: 0.02428
higher odd orders: 0.014 % of odd term
shell energies (4, 8, 2 electrons): 20, 242, 3000 eV
shell model: L0=3.088, odd term=0.0190
shell model difference/mean: 1.23 %
(rms radius/b)^2 at b=v/w: 0.117
relativity, (v/c)^2: 0.43 %
even higher-order scale (v0/v)^2: 0.0125
plasma energy: 31.1 eV
screening scale (plasma/oscillator)^2: 0.0334
nuclear/electronic prefactor ratio: 2.73e-04
```
